# Fixed amplitudes, orbital invariance and size consistency of the SP ansatz

Two electrons that approach each other feel a repulsion \(1/r_{12}\) that grows without limit. Their wavefunction responds with a kink at \(r_{12}=0\), which products of smooth orbitals reproduce slowly. Explicitly correlated MP2 therefore adds a function of \(r_{12}\) to each pair of occupied orbitals, and one must decide how much of it to add. Amplitudes optimized separately for each orbital pair can make the energy depend on which occupied orbitals are used. The SP ansatz takes the amplitudes from the kink itself.

## The pair function and its equation

Atomic units are used, with a closed-shell Hartree–Fock reference and real spatial orbitals \(\phi_i\). Let \(O\) project onto the occupied orbitals and \(V\) onto the virtual orbitals of the orbital basis. The SP pair function is

\[
u_{ij}=\sum_{ab}t_{ab}^{ij}\phi_a\phi_b+Q_{12}f_{12}\left(\tfrac38+\tfrac18p_{12}\right)\phi_i\phi_j ,\qquad
f_{12}=-\frac{e^{-\gamma r_{12}}}{\gamma}.
\]

In a product the first factor belongs to electron 1. The operator \(p_{12}\) exchanges spatial coordinates and leaves spin alone, so \(p_{12}\phi_i\phi_j=\phi_j\phi_i\). The projector \(Q_{12}=(1-O_1)(1-O_2)-V_1V_2\) keeps the second term apart from the occupied orbitals and from the conventional term. The \(t\) are optimized; the numbers 3/8 and 1/8 are fixed.

At short range \(f_{12}=-1/\gamma+r_{12}+O(r_{12}^2)\). The constant contributes nothing, because \(Q_{12}\phi_i\phi_j=0\). The coefficient of \(r_{12}\) is one, so amplitudes translate directly into slopes.

For canonical orbitals the exact first-order pair function obeys

\[
(F_1+F_2-\varepsilon_i-\varepsilon_j)u_{ij}+(1-O_1)(1-O_2)\frac1{r_{12}}\phi_i\phi_j=0 .
\]

Consider a coalescence point away from the nuclei, where the orbitals are smooth. The terms with \(O_1\) or \(O_2\) integrate \(1/r_{12}\) over one electron and are smooth there. The exchange operators also integrate over their argument, and the local potentials multiply a continuous function. The singularity must therefore be cancelled by the kinetic energy. With \(\mathbf r=\mathbf r_1-\mathbf r_2\) and \(\mathbf R=(\mathbf r_1+\mathbf r_2)/2\), we have \(\nabla_1=\nabla_r+\frac12\nabla_R\) and \(\nabla_2=-\nabla_r+\frac12\nabla_R\), so

\[
-\tfrac12\nabla_1^2-\tfrac12\nabla_2^2=-\nabla_r^2-\tfrac14\nabla_R^2 ,
\]

and only \(-\nabla_r^2\) acts on the kink.

## First derivation: spin-adapted pairs

**The two slopes.** A singlet has a symmetric spatial function, a triplet an antisymmetric one. Define \(\Phi^\pm=\phi_i\phi_j\pm\phi_j\phi_i\). Exchanging the electrons reverses \(\mathbf r\), so \(\Phi^+\) is even in \(\mathbf r\) and generally starts with a constant (\(l=0\)), while \(\Phi^-\) is odd and generally starts with a linear term (\(l=1\)).

Let \(h_l(\mathbf r)\) be this leading term, a homogeneous polynomial of degree \(l\) with \(\nabla^2h_l=0\). Write the matching part of the pair function as \(g(r)h_l\). Since \(\mathbf r\cdot\nabla h_l=l\,h_l\),

\[
\nabla_r^2(gh_l)=h_l\left(g''+\frac2rg'\right)+\frac{2g'}{r}\,l\,h_l
=h_l\left(g''+\frac{2l+2}{r}g'\right).
\]

The pair equation then requires \(g''+(2l+2)g'/r=1/r+O(1)\). Multiplication by \(r^{2l+2}\) makes the left side a total derivative:

\[
\left(r^{2l+2}g'\right)'=r^{2l+1}+O(r^{2l+2})
\quad\Rightarrow\quad
g'(r)=\frac1{2l+2}+O(r).
\]

The integration constant is zero because \(g\) must stay finite. The slope is 1/2 for the singlet and 1/4 for the triplet. The smaller triplet value comes from the extra term \(2l\,g'/r\) in the Laplacian.

**The amplitudes.** An orbital product is \(\phi_i\phi_j=\frac12\Phi^++\frac12\Phi^-\). Giving each part its slope yields

\[
\tfrac12\cdot\tfrac12\Phi^++\tfrac14\cdot\tfrac12\Phi^-
=\left(\tfrac14+\tfrac18\right)\phi_i\phi_j+\left(\tfrac14-\tfrac18\right)\phi_j\phi_i
=\tfrac38\phi_i\phi_j+\tfrac18\phi_j\phi_i .
\]

Two electrons of equal spin have the spatial function \(\Phi^-\), for which \(p_{12}=-1\) and the amplitude is \(\frac38-\frac18=\frac14\). A product of two different orbitals with opposite spins contains both singlet and triplet, and needs both terms.

**The energy.** The first-order function \(\Psi_1\) minimizes the Hylleraas functional \(J=2\langle\Psi_1|\hat V|\Psi_0\rangle+\langle\Psi_1|H_0-E_0|\Psi_1\rangle\), where \(\hat V\) is the perturbation. On a double excitation, \(H_0-E_0\) adds the Fock operators of the two excited electrons and subtracts those of the two holes.

The spin sum can be traced on the linear term, with \(u_{ji}=p_{12}u_{ij}\). Opposite spins give \(\sum_{ij}\langle u_{ij}|r_{12}^{-1}|\phi_i\phi_j\rangle\). Equal spins have two spin directions, a factor 1/2 for counting each pair once, and a factor 1/2 from normalized antisymmetric functions:

\[
\tfrac12\sum_{ij}\langle u_{ij}-u_{ji}|r_{12}^{-1}|\phi_i\phi_j-\phi_j\phi_i\rangle
=\sum_{ij}\langle u_{ij}-u_{ji}|r_{12}^{-1}|\phi_i\phi_j\rangle .
\]

The sum contains \(2u_{ij}-u_{ji}\), and the quadratic term has the same spin factors. Collect the pair functions as columns \((ij)\) of a matrix \(U\), with rows \((ab)\) running over the complete space outside \(O\). Let \(P\) swap \((ij)\) with \((ji)\), and let \(G_{ab,ij}=\langle ab|r_{12}^{-1}|ij\rangle\). Then

\[
J[U]=\mathrm{Re}\,\mathrm{Tr}\,\tilde U^\dagger(2G+AU-UB),\qquad \tilde U=2U-UP .
\]

Here \(A=F\otimes1+1\otimes F\) acts outside the occupied space, and \(B\) is the same expression inside it. The form with \(B\) also holds for non-canonical occupied orbitals. The SP energy is the minimum of \(J\) over \(t\), assuming that the excited pairs lie above the occupied pairs in energy.

**Orbital invariance.** Rotate the occupied orbitals, \(\phi_i'=\sum_k\phi_kR_{ki}\), with \(R\) unitary, and set \(M=R\otimes R\). The density is unchanged, and so are \(F\), \(O\), \(V\) and \(A\). The other matrices become \(G'=GM\) and \(B'=M^\dagger BM\).

Let \(K\) contain the elements of \(Q_{12}f_{12}\), so that \(K'=KM\), and let \(C=\frac38+\frac18P\). Both factors of \(M\) are the same \(R\), so \(PM=MP\) and \(CM=MC\). The geminal part becomes

\[
K'C=KMC=KCM .
\]

The conventional amplitudes are free, so each matrix \(T\) has a partner \(T'=TM\). Hence \(U'=UM\) and \(\tilde U'=\tilde UM\), and

\[
J'=\mathrm{Re}\,\mathrm{Tr}\,M^\dagger\tilde U^\dagger\left(2GM+AUM-UMM^\dagger BM\right)
=\mathrm{Re}\,\mathrm{Tr}\,M^\dagger\tilde U^\dagger(2G+AU-UB)M=J ,
\]

because \(MM^\dagger=1\) under the trace. The functionals agree for partnered amplitudes, so their minima agree.

**Size consistency.** Let two neutral closed-shell fragments X and Y be a distance \(D\) apart. Assume that their Hartree–Fock solution, orbital basis and complementary basis become those of the separate fragments as \(D\to\infty\), with the same \(\gamma\) throughout. By invariance we may use occupied orbitals localized on X or Y.

- If \(i\) and \(j\) are both on X, then \(f_{12}\phi_i\phi_j\) lies on X. The projectors of Y have no overlap with it, and the potential of neutral Y vanishes. The pair has the matrices of isolated X.
- If \(i\) is on X and \(j\) on Y, both \(f_{12}\phi_i\phi_j\) and \(f_{12}\phi_j\phi_i\) vanish as \(e^{-\gamma D}\), apart from orbital tails. In \(G\), the transition densities \(\phi_a\phi_i\) and \(\phi_b\phi_j\) carry no net charge, since \(a\perp i\) and \(b\perp j\). Their leading interaction is between dipoles, of order \(D^{-3}\), and vanishes too.

The Fock elements between X and Y also vanish, so \(J\) separates into two functionals with independent \(t\). Therefore \(E(XY)\to E(X)+E(Y)\). By invariance this holds equally for orbitals spread over both fragments. It fails if the reference is not additive, as when a restricted closed-shell determinant describes a bond broken into open-shell fragments.

## Second derivation: one operator for every orbital basis

**The form of the amplitudes.** Now begin by requiring that one fixed tensor \(C_{kl,ij}\), used unchanged in every occupied basis, define the same ansatz. The previous transformation shows the condition: \(CM=MC\) for every unitary \(R\), complex ones included. Real orthogonal \(R\) alone, reflections included, would admit one further term, \(c\,\delta_{kl}\delta_{ij}\). It gives only the pairs \(ii\) an extra kink \(c\,r_{12}\sum_k\phi_k\phi_k\). Once the pairs \(i\ne j\) have fixed the other amplitudes as below, this kink leaves the divergent residual \(-2c\sum_k\phi_k^2/r_{12}\), so the cusp condition sets \(c=0\). Assume at least two occupied orbitals.

First take \(R\) diagonal with arbitrary phases. An element \(C_{kl,ij}\) survives only if \(k,l\) are the same two labels as \(i,j\), in either order. Next let \(R\) permute the orbitals. All elements of one type must then be equal: \(C_{ij,ij}=a\) and \(C_{ji,ij}=b\) for \(i\ne j\), and \(C_{ii,ii}=d\). Thus

\[
C=a+bP+(d-a-b)\,\Delta,\qquad \Delta=\sum_i|ii\rangle\langle ii| .
\]

Finally choose \(R|1\rangle=(|1\rangle+|2\rangle)/\sqrt2\). Then

\[
M\Delta|11\rangle=\tfrac12\left(|11\rangle+|12\rangle+|21\rangle+|22\rangle\right),\qquad
\Delta M|11\rangle=\tfrac12\left(|11\rangle+|22\rangle\right).
\]

These differ, so \(d=a+b\) and \(C=a+bP\). The ansatz has two free numbers.

**The two numbers.** Expand an unsymmetrized product of distinct orbitals about \(\mathbf R\), with \(\mathbf r_1=\mathbf R+\mathbf r/2\) and \(\mathbf r_2=\mathbf R-\mathbf r/2\):

\[
\phi_i\phi_j=S+\mathbf r\cdot\mathbf v+O(r^2),\qquad
S=\phi_i(\mathbf R)\phi_j(\mathbf R),\qquad
\mathbf v=\tfrac12(\phi_j\nabla\phi_i-\phi_i\nabla\phi_j).
\]

The swapped product is \(S-\mathbf r\cdot\mathbf v+O(r^2)\). The kinked part of the geminal is therefore \(r[(a+b)S+(a-b)\,\mathbf r\cdot\mathbf v]\) to this order. Direct differentiation gives

\[
\nabla^2r=\frac2r,\qquad
\nabla^2(r\,\mathbf r\cdot\mathbf v)=\frac2r\,\mathbf r\cdot\mathbf v+2\,\frac{\mathbf r}{r}\cdot\mathbf v=\frac{4\,\mathbf r\cdot\mathbf v}{r}.
\]

Inserted into the pair equation, the ansatz leaves the residual

\[
\left[1-2(a+b)\right]\frac Sr+\left[1-4(a-b)\right]\frac{\mathbf r\cdot\mathbf v}{r}+\text{terms continuous at }r=0 .
\]

The first term diverges. The second is bounded, but its value at \(r\to0\) depends on the direction of approach. Continuity requires

\[
a+b=\tfrac12,\qquad a-b=\tfrac14\quad\Rightarrow\quad a=\tfrac38,\quad b=\tfrac18 .
\]

With \(a=\frac12\), \(b=0\) the divergence is gone, but the second bracket is \(-1\), and the residual jumps by \(2|\mathbf n\cdot\mathbf v|\) between approaches along \(\mathbf n\) and \(-\mathbf n\). For a pair of test orbitals the program finds a spread of 1.13 a.u. over the six directions along the Cartesian axes. With 3/8 and 1/8 the spread is \(1.2\times10^{-4}\) a.u. at separations up to \(10^{-4}\) bohr.

**Invariance and size consistency.** Since \(C\) represents \(\frac38+\frac18p_{12}\) in every basis, the geminal part is an operator from the occupied two-electron space to its complement,

\[
\mathcal U_{\rm gem}=Q_{12}f_{12}\left(\tfrac38+\tfrac18p_{12}\right).
\]

The conventional part is an arbitrary operator into the virtual pair space. The functional \(J\) is a trace of operator products, which does not depend on the basis used to evaluate it. This is orbital invariance.

For distant fragments the occupied space is the sum of a part on X and a part on Y. The two-electron space splits into XX, YY, XY and YX. The operator \(p_{12}\) preserves XX and YY, and exchanges XY with YX. By the distance estimates above, \(f_{12}\) and the Coulomb coupling vanish on XY and YX. The trace reduces to those over XX and YY, which are the functionals of the separate fragments. No set of occupied orbitals had to be selected.

## A model with four electrons

The model fragment has two Gaussian-smeared charges, \(+2.5\) and \(+1.5\), 2 bohr apart, and \(\gamma=1\) bohr\(^{-1}\). Six s-type Gaussians form the orbital basis, and twelve complementary functions extend it. This finite union serves as the complete space. The zeroth-order operator omits the coupling between occupied and complementary orbitals. The omitted elements reach 0.06 hartree. The energies illustrate the theorems and are far from converged: adding about a hundred s, p, d and f Gaussians to the complementary space lowers the whole-space MP2 energy given below from \(-0.040\) to about \(-0.074\) hartree, and the SP energy from \(-0.035\) to about \(-0.065\) hartree.

At the SP minimum, the linear and quadratic parts of \(J\) give

\[
E_{\rm SP}=-0.05913+0.02403=-0.03510\ \text{hartree},
\]

or \(-92.2\) kJ/mol. MP2 in the orbital basis gives \(-0.01465\) hartree, and MP2 in the whole model space \(-0.04004\) hartree. The fraction of the missing energy recovered is

\[
\frac{0.03510-0.01465}{0.04004-0.01465}=\frac{0.02045}{0.02539}\approx0.81 .
\]

For comparison, one singlet and one triplet amplitude were optimized for each orbital pair. This lowers the energy to \(-0.03890\) hartree. The singlet amplitudes are 0.70, 0.78 and 0.90, and the triplet amplitude is 0.62, all well above 1/2 and 1/4. For \(\gamma=1\) bohr\(^{-1}\) the cusp values are thus not the best for the energy in this space. Both this comparison and the recovered fraction depend strongly on \(\gamma\). At \(\gamma=0.7\) bohr\(^{-1}\) the optimized singlet amplitudes are 0.46, 0.48 and 0.55, the triplet amplitude is 0.33, and SP recovers 0.96 of the missing energy. At \(\gamma=0.5\) all four lie below the cusp values, and at \(\gamma=2\) the fraction falls to 0.28. These numbers also depend on the complementary space. With the larger one mentioned above, the amplitudes at \(\gamma=1\) drop to 0.58, 0.60, 0.69 and 0.46, still above the cusp values, and the fractions at \(\gamma=0.7\), 1 and 2 become about 0.95, 0.85 and 0.42.

The optimized amplitudes differ from pair to pair, so their tensor is not \(a+bP\). Rotating the two occupied orbitals by 45° and optimizing again changes that energy by \(1.4\times10^{-4}\) hartree. The SP energy is unchanged to rounding error.

For two identical fragments, the SP excess \(E(XY)-2E(X)\) is \(-5.8\times10^{-6}\), \(-4.5\times10^{-9}\) and \(-4.5\times10^{-12}\) hartree at 10, 100 and 1000 bohr. The last value needs tightly converged orbitals; a Hartree–Fock iteration stopped at a density change of \(10^{-10}\) gives \(-4.3\times10^{-12}\) hartree instead. The excess falls by about a thousand per decade, roughly as \(D^{-3}\). At long range this tail does not come from the pairs with one electron on each fragment: their energy is quadratic in \(G\), and so of order \(D^{-6}\). The fragment has a dipole moment of 1.25 a.u., and the linear response of the SP energy of each fragment to the dipole field of the other gives \(-4.5\times10^{-3}/D^3\) hartree, with \(D\) in bohr, which accounts for the tail. At 1000 bohr, mixing unlike orbitals of the two fragments leaves the SP excess unchanged. The optimized diagonal form is additive with localized orbitals, but after this mixing it has an excess of \(5.8\times10^{-4}\) hartree.

## What each derivation assumes

Both derivations assume smooth orbitals at the coalescence point, a correlation factor with unit linear coefficient, and a first-order equation with the full \(1/r_{12}\) as its source. For size consistency both need an additive reference and additive basis spaces.

The first assumes a division into singlet and triplet pairs. It finds slopes that the exact first-order function must have, and invariance appears afterwards as a property of the resulting amplitudes. The second assumes basis independence from the start and fixes the amplitudes without reference to spin; spin enters only through the weight \(2U-UP\) in \(J\). It asks for less at the cusp, namely that the residual of this particular ansatz be continuous, and it shows in return that no other fixed tensor meets both demands.

Neither makes the pair function exact near coalescence. A component with \(l=2\) needs the slope \(1/6\), whereas SP gives every even component 1/2. By the Laplacian of the first derivation, this leaves \((1-6\cdot\frac12)h_2/r=-2h_2/r\), which is of order \(r\) and vanishes at contact. The error is therefore beyond leading order where \(S\ne0\). Where \(S=0\), the even part of the product begins at second order, with an \(l=2\) term that is generally accompanied by an \(l=0\) term in \(r^2\). The error in the \(l=2\) slope then affects the leading even term.

## Table of computed values

```
first-order cusp slope, l=0: 0.5000 1/bohr
first-order cusp slope, l=1: 0.2500 1/bohr
first-order cusp slope, l=2: 0.1665 1/bohr
direct amplitude from slopes: 0.3750
exchanged amplitude from slopes: 0.1250
residual spread at coalescence, (3/8,1/8): 1.2e-04 a.u.
residual spread at coalescence, (1/2,0): 1.1268 a.u.
independent unitary-invariant tensors: 2
charges: 2.5, 1.5 e; separation 2.0 bohr
smearing exponent: 4.0 bohr^-2; gamma: 1.0 1/bohr
orbital basis size: 6; complementary functions: 12
occupied orbital energies: -0.99695, -0.30764 hartree
lowest virtual orbital energy: 0.69856 hartree
electronic Hartree-Fock energy: -5.610765 hartree
MP2, orbital basis: -0.01464706 hartree
SP linear part: -0.05913474 hartree
SP quadratic part: 0.02403348 hartree
MP2-F12 with SP amplitudes: -0.03510126 hartree
MP2-F12 with SP amplitudes: -92.158 kJ/mol
SP change from orbital-basis MP2: -0.02045420 hartree
MP2, whole model space: -0.04003774 hartree
share of missing MP2 energy recovered by SP: 80.6 percent
optimized diagonal energy: -0.03889954 hartree
optimized amplitude, pair 11 singlet: 0.6978
optimized amplitude, pair 12 singlet: 0.7847
optimized amplitude, pair 12 triplet: 0.6225
optimized amplitude, pair 22 singlet: 0.9047
rotation angle of occupied orbitals: 45 degrees
SP energy change on rotation: 6.9e-18 hartree
diagonal change on rotation: 1.442e-04 hartree
SP E(AB)-2E(A) at 10 bohr: -5.81e-06 hartree
cross-pair geminal norm at 10 bohr: 4.7e-05 bohr
SP E(AB)-2E(A) at 100 bohr: -4.49e-09 hartree
cross-pair geminal norm at 100 bohr: 2.2e-17 bohr
SP E(AB)-2E(A) at 1000 bohr: -4.28e-12 hartree
cross-pair geminal norm at 1000 bohr: 0.0e+00 bohr
SP E(AB)-2E(A), mixed, 1000 bohr: -4.3e-12 hartree
diagonal E(AB)-2E(A), localized: -2.0e-12 hartree
diagonal E(AB)-2E(A), mixed: 5.796e-04 hartree
```
